\section*{Householder Baths from One-Body Density Matrices: When the Cluster Decouples}

\section{What the bath setting has to repair}

Take an open chain of six sites with nearest-neighbour hopping, two electrons of each spin and no interaction. Suppose the end site is to be treated accurately in a small calculation, and its neighbour is kept as its only partner. In the ground state of the chain, this pair of sites holds one electron of a given spin with probability 0.669, none with probability 0.328 and two with probability 0.003. A two-site calculation with a fixed electron number cannot represent such a state, even though nothing in the problem is correlated. The fault lies in the choice of partner.

A better partner, the bath orbital, can be built from a one-body density matrix, and one must choose which matrix is supplied: one from a mean-field calculation or one from a correlated calculation. This guide derives what each choice does when the bath is made by a Householder reflection and the impurity is a single orbital.

\section{Conventions}

Let $\gamma_{ij}=\langle c_j^\dagger c_i\rangle$ be the density matrix of one spin in an orthonormal basis of $N\ge 3$ sites, numbered from 0. It is taken real and symmetric, and its eigenvalues lie in $[0,1]$. Site 0 is the impurity, $e_j$ is the unit vector of site $j$, $n=\gamma_{00}$ is the impurity occupation, and $x$ is column 0 of $\gamma$ without its first entry:
\begin{equation}
\gamma e_0=n\,e_0+x,\qquad x=\sum_{j\ge1}\gamma_{j0}\,e_j .
\end{equation}
The matrix is called idempotent if $\gamma^2=\gamma$, so that its eigenvalues are 0 and 1. This is the case for a single Slater determinant.

Two conversions matter in practice. A spin-summed closed-shell matrix must be halved. A matrix $P$ given in a basis with overlap $S$ must be carried to an orthonormal basis; symmetric orthogonalization replaces it by $S^{1/2}PS^{1/2}$. For a determinant $PSP=P$, and the square of the new matrix is $S^{1/2}PSPS^{1/2}=S^{1/2}PS^{1/2}$, as required.

\section{The reflection and the bath orbital}

We look for a reflection that leaves $e_0$ alone and turns $x$ into a multiple $\xi e_1$. A reflection preserves length, so $\xi=\pm\|x\|$. Assume $x\neq0$ and set $w=x-\xi e_1$. Using $\|x\|^2=\xi^2$,
\begin{align}
w\cdot w&=\xi^2-2\xi x_1+\xi^2=2\xi(\xi-x_1),\\
w\cdot x&=\xi^2-\xi x_1=\tfrac12\,w\cdot w .
\end{align}
With $v=w/\|w\|$ and $R=1-2vv^{T}$ it follows that
\begin{equation}
Rx=x-2w\,\frac{w\cdot x}{w\cdot w}=x-w=\xi e_1 .
\end{equation}
Since $w$ has no component on site 0, $Re_0=e_0$. Also $R=R^T$ and $R^2=1$.

The construction needs $w\neq0$. Either sign of $\xi$ satisfies this unless $x$ is already a multiple of $e_1$, in which case one sign gives $w=0$. Near that case the two signs also differ numerically. The first entry of $w$ is $x_1-\xi$, and the choice
\begin{equation}
\xi=-\operatorname{sgn}(x_1)\,\|x\|,\qquad \operatorname{sgn}(0)=1,
\end{equation}
makes its two terms add. With the other sign they cancel when $x$ is nearly parallel to $e_1$. For $x=(1,10^{-9})$ in double precision, the cancelling choice, with $x_1-\xi$ evaluated as a plain difference, leaves an error of $10^{-9}$ in the entry that should vanish, which is as large as the original entry. The recommended choice leaves no visible error.

The new orbitals are the columns of $R$. The bath orbital is $b=Re_1$. Applying $R$ to $Rx=\xi e_1$ gives $x=\xi Re_1$, hence
\begin{equation}
b=\frac{x}{\xi}=\frac{\gamma e_0-n e_0}{\xi}.
\label{bath}
\end{equation}
The bath is the normalized list of density-matrix elements that link the impurity to the other sites, and its overall sign has no physical meaning. The cluster $C$ consists of orbitals 0 and 1. The remaining columns of $R$ span the environment $E$.

\section{What holds for any density matrix}

In the new orbitals the density matrix is $\tilde\gamma=R\gamma R$. Its first column is
\begin{equation}
\tilde\gamma e_0=R\gamma e_0=R(ne_0+x)=n\,e_0+\xi\,e_1 .
\label{col}
\end{equation}
The impurity is thus linked to the bath alone, whether or not $\gamma$ is idempotent. For a one-body Hamiltonian $h$ with $\tilde h=RhR$ this gives
\begin{equation}
(h\gamma)_{00}=(\tilde h\tilde\gamma)_{00}=\tilde h_{00}\,n+\tilde h_{01}\,\xi ,
\end{equation}
so the impurity's share of the one-body energy can be read from cluster quantities even for a correlated state.

What can still go wrong is a link between bath and environment. We measure it by the leak
\begin{equation}
\ell=\Big(\sum_{j\ge2}\tilde\gamma_{1j}^2\Big)^{1/2},
\end{equation}
and call the cluster decoupled if $\ell=0$.

\section{Idempotence removes the leak}

Define $D=\gamma-\gamma^2$ and $\tilde D=RDR$. Because $R^2=1$, $\tilde D=\tilde\gamma-\tilde\gamma^2$. By (\ref{col}), row 0 of $\tilde\gamma$ has only the entries $n$ and $\xi$, so
\begin{equation}
\tilde D_{0j}=\tilde\gamma_{0j}-n\,\tilde\gamma_{0j}-\xi\,\tilde\gamma_{1j}.
\end{equation}
Written out for the three kinds of $j$,
\begin{align}
\tilde D_{00}&=n(1-n)-\xi^2, \label{d00}\\
\tilde D_{01}&=\xi\,(1-n-\tilde\gamma_{11}), \label{d01}\\
\tilde D_{0j}&=-\xi\,\tilde\gamma_{1j}\qquad(j\ge2). \label{d0j}
\end{align}
If $\gamma$ is idempotent, all three left-hand sides vanish. For $\xi\ne0$ this means
\begin{equation}
\tilde\gamma_{1j}=0\ (j\ge2),\qquad \tilde\gamma_{11}=1-n,\qquad \xi^2=n(1-n).
\end{equation}
The cluster is decoupled. Its block has trace 1 and determinant $n(1-n)-\xi^2=0$, hence eigenvalues 1 and 0: it describes one electron per spin in one cluster orbital. If $\xi=0$, then (\ref{d00}) gives $n=0$ or $n=1$. The impurity is empty or full, and no bath is needed.

The same holds for the many-electron state. Let $\xi\neq0$, so that $0<n<1$. The vector $\varphi=\gamma e_0/\sqrt n$ is occupied, is normalized because $e_0^T\gamma^2e_0=n$, and lies in the cluster because $\gamma e_0=ne_0+\xi b$. Let $u$ be any occupied orbital orthogonal to $\varphi$. Then $\gamma u=u$ and
\begin{equation}
0=u\cdot\gamma e_0=(\gamma u)\cdot e_0=u\cdot e_0 .
\end{equation}
By (\ref{bath}), $u\cdot b=(u\cdot\gamma e_0-n\,u\cdot e_0)/\xi=0$ as well. So one occupied orbital lies inside the cluster and all others lie inside the environment. The determinant is a product of a cluster part and an environment part.

\section{The Hamiltonian is not decoupled}

A vanishing block $\tilde\gamma_{CE}$ does not imply a vanishing $\tilde h_{CE}$. The small cluster problem still works at the mean-field level, for the following reason. Let $\gamma$ project on the lowest levels of $h$, with a gap between the highest occupied level (HOMO) and the lowest empty one (LUMO). The vector
\begin{equation}
\chi=\frac{(1-\gamma)e_0}{\sqrt{1-n}}=\frac{(1-n)e_0-\xi b}{\sqrt{1-n}}
\end{equation}
is unoccupied, normalized and also in the cluster, so $\varphi$ and $\chi$ span it. Since $h$ maps occupied orbitals to occupied ones, $\chi\cdot h\varphi=0$, and both vectors are eigenvectors of the $2\times2$ block $\tilde h_{CC}$. Their energies are weighted averages over occupied and over empty levels respectively, hence
\begin{equation}
\varphi\cdot h\varphi\le\varepsilon_{\rm HOMO}<\varepsilon_{\rm LUMO}\le\chi\cdot h\chi .
\end{equation}
With one electron per spin, the ground state of the bare cluster is therefore $\varphi$. It returns $n$ and $\xi$ without any fitted potential.

This result concerns the mean-field problem. Once an interaction is added inside the cluster, $n$ will in general change, and the result is an approximation. If $h$ already contains a mean-field potential for that interaction, the part of it that the added interaction generates from the cluster's own density matrix $\tilde\gamma_{CC}$ must be removed first, or it is counted twice. The part generated by the environment electrons must stay, so this is in general not the same as deleting the whole cluster block of the potential.

\section{Worked example without interaction}

For the chain of the opening section, with hopping amplitude $-t$ between neighbours, column 0 of $\gamma$ gives $n=0.22843$ and
\begin{equation}
x=(0.31470,\,0.21778,\,0.02394,\,-0.12086,\,-0.12086).
\end{equation}
The squares add up to $0.17625$, and $n(1-n)=0.22843\times0.77157=0.17625$, as idempotence demands. Since $x_1>0$, $\xi=-0.41982$. The first entry of $w$ is $0.31470+0.41982=0.73452$, and $w\cdot w=2\times0.41982\times0.73452=0.6167$, so $v_1=0.73452/0.7853=0.935$. Division of $x$ by $\xi$ gives
\begin{equation}
b=(-0.750,\,-0.519,\,-0.057,\,0.288,\,0.288).
\end{equation}
The neighbour carries $0.750^2=56\%$ of the bath orbital; the rest is spread along the chain. The transformed cluster block is
\begin{equation}
\tilde\gamma_{CC}=\begin{pmatrix}0.228&-0.420\\-0.420&0.772\end{pmatrix},
\end{equation}
and the elements linking it to the environment vanish to the printed accuracy. The probability of one electron per spin in the cluster is now 1.000, compared with 0.669 for the pair of neighbouring sites.

The end site couples only to site 1, so $\tilde h_{01}=-t\,b_1=0.750\,t$. The other elements are $\tilde h_{00}=0$ and $\tilde h_{11}=-0.970\,t$. The cluster levels are
\begin{equation}
\varepsilon_\pm=\Big(-0.485\pm\sqrt{0.485^2+0.750^2}\Big)t,
\end{equation}
that is, $-1.378\,t$ and $0.408\,t$. They enclose the HOMO at $-1.247\,t$ and the LUMO at $-0.445\,t$. The lower eigenvector reproduces $n=0.228$ and $\xi=-0.420$, although the block $\tilde h_{CE}$ has the sizeable Frobenius norm $0.779\,t$.

\section{Decoupling does not prove idempotence}

It is tempting to read a vanishing leak as a certificate that $\gamma$ came from a determinant. For one site this inference is false. The cluster is decoupled if and only if $\gamma$ maps the space spanned by $e_0$ and $\gamma e_0$ into itself. Write $e_0=\sum_{a=1}^m p_a$, where the $p_a$ are its nonzero components in the eigenspaces of distinct eigenvalues $\lambda_a$. Then $\gamma^k e_0=\sum_a\lambda_a^k p_a$.

For $m=1$, $x=0$ and no bath arises. For $m=2$, $e_0$ and $\gamma e_0$ span the same space as $p_1$ and $p_2$, which $\gamma$ preserves. For $m\ge3$, the coefficients of $e_0$, $\gamma e_0$ and $\gamma^2e_0$ on three of the $p_a$ form a Vandermonde matrix with nonzero determinant. So $\gamma^2e_0$ lies outside the span, and there is a leak. Decoupling thus requires that the impurity has weight on at most two distinct eigenvalues, which need not be 0 and 1.

A seven-orbital matrix with eigenvalues 0.9 and 0.2 shows this: its leak is zero to rounding, yet the cluster holds $0.9+0.2=1.1$ electrons per spin. In a second matrix, with eigenvalues 0.9, 0.5 and 0.2, the leak is 0.167.

An equivalence does hold if every site is examined. The eigenvalues of $D$ are $\lambda(1-\lambda)\ge0$, so no diagonal element of $D$ is negative. Equation (\ref{d00}) applies to any site $i$ taken as impurity, with $\xi_i^2=\sum_{j\ne i}\gamma_{ij}^2$. Summing over sites,
\begin{equation}
\sum_i\big[n_i(1-n_i)-\xi_i^2\big]=\operatorname{Tr}(\gamma-\gamma^2)=\sum_\lambda\lambda(1-\lambda).
\label{sum}
\end{equation}
Every term on both sides is non-negative. Hence $\gamma$ is idempotent if and only if $\xi_i^2=n_i(1-n_i)$ at every site. One site is not enough: a matrix made of a projector on some sites and $\tfrac12$ times the identity on the others passes at the first group and fails at the second.

\section{Supplying a correlated density matrix}

The leak can be bounded from impurity data. By (\ref{d0j}), $|\xi|\,\ell$ is the length of the environment part of $\tilde De_0$, so it does not exceed $\|De_0\|$. The eigenvalues of $D$ are at most $\tfrac14$, hence $\|De_0\|^2=e_0^TD^2e_0\le\tfrac14D_{00}$ and
\begin{equation}
\ell\le\frac{\sqrt{D_{00}}}{2|\xi|},\qquad D_{00}=n(1-n)-\xi^2 .
\label{bound}
\end{equation}

Adding an on-site repulsion $U$ to the chain and diagonalizing the full Hamiltonian gives the following values, where $N_C=n+\tilde\gamma_{11}$ is the cluster electron number per spin:
\begin{equation}
\begin{array}{cccccc}
U/t & n & \xi & N_C & \ell & \text{bound}\\
0 & 0.228 & -0.420 & 1.000 & 0.000 & 0.000\\
2 & 0.279 & -0.419 & 0.981 & 0.019 & 0.190\\
4 & 0.312 & -0.385 & 0.953 & 0.042 & 0.334\\
8 & 0.344 & -0.326 & 0.918 & 0.064 & 0.529
\end{array}
\end{equation}
At $U=4t$, $D_{00}=0.312\times0.688-0.385^2=0.066$, and the bound is $\sqrt{0.066}/(2\times0.385)=0.33$. In the three rows with $U>0$ the bound exceeds the leak by a factor of about eight to ten. It is a guarantee, not an estimate.

The leak stays small here, but $N_C$ departs from 1, by 8\% at $U=8t$. A closed cluster with one electron per spin has a density matrix of trace 1, so it cannot reproduce this block, whatever potential is added to it. A nonzero $D_{00}$ alone is no such obstacle, because an interacting two-electron state may have a non-idempotent density matrix.

\section{Guidance for choosing the setting}

\textbf{Mean-field matrix.} Choose this if the solver treats a closed cluster with an integer electron number. For $\xi\neq0$, decoupling and one electron per spin are then guaranteed for the starting state. Fractional occupations, for example from thermal smearing, break idempotence and with it the guarantee. With a degenerate open shell, $\varepsilon_{\rm HOMO}=\varepsilon_{\rm LUMO}$ and $\gamma$ depends on which orbitals of the shell are filled. For any one such determinant, $\varphi$ is still the non-degenerate ground state of the bare cluster unless $\varphi$ and $\chi$, and hence $e_0$, lie entirely in that shell. An average over the shell is not idempotent.

\textbf{Correlated matrix.} Choose this if the bath should be built from the correlated values of the impurity's density-matrix elements rather than their mean-field values. As for any input matrix, these elements are preserved by (\ref{col}), but the cluster is now in general open. Inspect both $\ell$ and $N_C$ before fixing an electron number, but note that even $\ell=0$ and $N_C=1$ do not make the electron number sharp when $\gamma$ is not idempotent: a non-interacting ensemble whose $\gamma$ has only the eigenvalues 0.8 and 0.2 meets both conditions, yet its cluster holds one electron per spin with probability $0.8^2+0.2^2=0.68$.

\textbf{Do not rely on $N_C=1$ alone.} On a two-sublattice system with $n_i=\tfrac12$ and no density-matrix elements between different sites of the same sublattice, $b$ lies entirely on the sublattice opposite to the impurity. Then $\tilde\gamma_{11}=b\cdot\gamma b=\tfrac12$ and $N_C=1$, whatever the leak.

\textbf{Nearly empty or nearly full impurities.} In mean field $|\xi|=\sqrt{n(1-n)}$ becomes small, and by (\ref{bath}) an error $\delta$ in $x$ changes the bath orbital by about $\delta/|\xi|$. If $\|x\|$ is no larger than the accuracy of $\gamma$, omit the bath.

\textbf{Checking the input.} To find out whether a matrix with eigenvalues in $[0,1]$ is idempotent, evaluate $\operatorname{Tr}(\gamma-\gamma^2)$, not the leak at one site. If an eigenvalue may lie outside that range, terms of opposite sign can cancel in the trace, and the norm of $\gamma-\gamma^2$ should be used instead. For the chain at $U=4t$ the trace is 0.35 per spin. The numerical check that follows tests the identities for $\tilde D$, the sum rule and the counterexamples to the converse on random matrices, the energy identity on this chain, and decoupling, the bare-cluster result and the bound on both. It does not cover the double-counting rule, the ensemble example, the two-sublattice case, the degenerate open shell, smeared occupations, the estimate $\delta/|\xi|$ or the overlap conversion, which rest on the arguments above.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Energies in units of t; all other numbers dimensionless
chain: 6 sites, 2 electrons per spin, t = 1.0
--- U = 0, impurity = end site 0
column 0 of gamma: 0.22843 0.31470 0.21778 0.02394 -0.12086 -0.12086
xi: -0.41982  xi^2: 0.17625
n(1-n): 0.17625
v on sites 1..5: 0.93531 0.27731 0.03048 -0.15390 -0.15390
bath orbital on sites 1..5: -0.74960 -0.51874 -0.05702 0.28788 0.28788
R gamma R, row by row:
   0.22843 -0.41982 0.00000 0.00000 0.00000 0.00000
   -0.41982 0.77157 0.00000 0.00000 0.00000 0.00000
   0.00000 0.00000 0.09595 0.17486 0.19725 0.13136
   0.00000 0.00000 0.17486 0.31869 0.35949 0.23941
   0.00000 0.00000 0.19725 0.35949 0.40551 0.27006
   0.00000 0.00000 0.13136 0.23941 0.27006 0.17985
cluster h00, h01, h11 (t): 0.00000 0.74960 -0.96978
norm of cluster-environment block of h (t): 0.77899
cluster levels (t): -1.37765 0.40787
chain HOMO, LUMO (t): -1.24698 -0.44504
cluster ground state: n, xi: 0.22843 -0.41982
weights of 0,1,2 electrons per spin in cluster:
   impurity + bath orbital: 0.00000 1.00000 0.00000
   impurity + site 1: 0.32825 0.66886 0.00289
--- full diagonalization
U/t | n | xi | bath occupation | cluster number
0 | 0.22843 -0.41982 0.77157 1.00000
2 | 0.27864 -0.41922 0.70216 0.98079
4 | 0.31220 -0.38547 0.64081 0.95301
8 | 0.34437 -0.32643 0.57321 0.91758
U/t | leak | bound on leak | D00 | Tr(gamma-gamma^2)
0 | 0.00000 0.00000 0.00000 0.00000
2 | 0.01943 0.18952 0.02525 0.13809
4 | 0.04238 0.33361 0.06615 0.35125
8 | 0.06373 0.52889 0.11922 0.62432
U/t | (h gamma)_00 (t) | total energy (t)
0 | -0.31470 -6.09783
2 | -0.31053 -5.01747
4 | -0.28764 -4.42207
8 | -0.24711 -3.86487
--- converse fails: 7 orbitals, eigenvalues 0.9 (x3), 0.2 (x4)
leak: 1e-16  norm of gamma-gamma^2: 0.35595
cluster eigenvalues: 0.20000 0.90000
leak with eigenvalues 0.9, 0.5, 0.2: 0.16683
--- sign of xi, column (1, 1e-9): error of the second entry
opposite sign: 0e+00  same: 1e-09
\end{verbatim}
